\section*{Fermi Velocity and Bandwidth with Bare and Screened Exchange}

\section{The model and its conventions}

Consider a uniform electron gas in three dimensions at zero temperature, with equal numbers of up and down spins and a uniform positive background that makes it neutral. Hartree atomic units are used, so $\hbar=m_e=e^2/(4\pi\epsilon_0)=1$. Each spin fills the plane waves with wavenumber below $k_F$. The density is
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\end{equation}
and the radius $r_s$ is defined by $4\pi r_s^3/3=1/n$, which gives $k_F=(9\pi/4)^{1/3}/r_s$.

The electrons interact through a potential with Fourier transform $v(q)$. Two choices are compared:
\begin{equation}
v(q)=\frac{4\pi}{q^2}\ \text{(Coulomb)},\qquad
v(q)=\frac{4\pi}{q^2+\kappa^2}\ \text{(Yukawa)}.
\end{equation}
In real space these are $1/r$ and $e^{-\kappa r}/r$.

Let $\phi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ in a large volume $V$. The exchange operator couples $\phi_{\mathbf k}$ to the occupied states of the same spin:
\begin{equation}
-\sum_{p<k_F}\phi_{\mathbf p}(\mathbf r)\int d^3r'\,
\phi^*_{\mathbf p}(\mathbf r')\,v(\mathbf r-\mathbf r')\,\phi_{\mathbf k}(\mathbf r')
=-\frac1V\sum_{p<k_F}v(|\mathbf k-\mathbf p|)\,\phi_{\mathbf k}(\mathbf r).
\end{equation}
The integral over $\mathbf r'$ gives $v(|\mathbf k-\mathbf p|)\,e^{i(\mathbf k-\mathbf p)\cdot\mathbf r}/V$, and the factor $\phi_{\mathbf p}(\mathbf r)$ restores $\phi_{\mathbf k}(\mathbf r)$. Plane waves therefore solve the Hartree-Fock equations. Other solutions, with broken spin or translation symmetry, are not considered. The density is uniform, so the Hartree and background potentials can at most shift all levels equally; they are dropped. The band is
\begin{equation}
\varepsilon(k)=\frac{k^2}{2}+\Sigma(k),\qquad
\Sigma(k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,v(|\mathbf k-\mathbf p|).
\label{eq:sigma}
\end{equation}
For Coulomb $v$ this is the Hartree-Fock band. For Yukawa $v$ it is a model of screened exchange.

\section{Exchange sorted by momentum transfer}

To see which part of the interaction shapes the band, put $\mathbf p=\mathbf k+\mathbf q$ and collect all $\mathbf q$ of equal length. They form a sphere of radius $q$ around $\mathbf k$. Let $f(k,q)$ be the fraction of its surface inside the Fermi sphere. Since $d^3q/(2\pi)^3$ becomes $4\pi q^2dq/(8\pi^3)$,
\begin{equation}
\Sigma(k)=-\frac{1}{2\pi^2}\int_0^\infty q^2v(q)\,f(k,q)\,dq .
\label{eq:shell}
\end{equation}

With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, a point lies inside when $k^2+q^2+2kq\mu<k_F^2$, that is, when
\begin{equation}
\mu<\mu_0=\frac{k_F^2-k^2-q^2}{2kq}.
\end{equation}
Equal intervals of $\mu$ cover equal areas on a sphere, so for $-1\le\mu_0\le1$
\begin{equation}
f=\frac{1+\mu_0}{2}=\frac12+\frac{k_F^2-k^2-q^2}{4kq}.
\label{eq:f}
\end{equation}
This range of $\mu_0$ corresponds to $|k-k_F|\le q\le k+k_F$. A smaller sphere does not reach the Fermi surface: it lies wholly inside ($f=1$) if $k<k_F$, and wholly outside ($f=0$) if $k>k_F$. A sphere with $q>k+k_F$ encloses the Fermi sphere and has $f=0$.

Now differentiate \eqref{eq:shell} with respect to $k$. The limits of the middle range move with $k$, but $f$ is continuous there, because $\mu_0=\pm1$ gives $f=1$ or $0$. The moving limits therefore add nothing. Inside the range,
\begin{equation}
\frac{\partial f}{\partial k}
=\frac{1}{4q}\frac{\partial}{\partial k}\left[\frac{k_F^2-q^2}{k}-k\right]
=-\frac{1}{4q}\left[1+\frac{k_F^2-q^2}{k^2}\right],
\end{equation}
and the two minus signs cancel:
\begin{equation}
\frac{d\Sigma}{dk}=\frac{1}{8\pi^2}\int_{|k-k_F|}^{k+k_F}
q\,v(q)\left[1+\frac{k_F^2-q^2}{k^2}\right]dq .
\label{eq:slope}
\end{equation}

The lower limit carries the argument. A momentum transfer smaller than the distance to the Fermi surface cannot sense that surface, and contributes nothing to the slope. As $k\to k_F$ this protection disappears, and the slope is exposed to $v(q)$ at ever smaller $q$.

\section{Why $1/q^2$ gives a logarithm}

At $k=k_F$ the bracket in \eqref{eq:slope} is $2-q^2/k_F^2$, which tends to 2 at small $q$. Suppose that $v\propto q^{-s}$ there, with $s<3$ so that $\Sigma$ itself is finite. The slope then contains $\int_\delta q^{1-s}dq$, with $\delta=|k-k_F|$. For $s<2$ it converges as $\delta\to0$; for $s>2$ it grows as $\delta^{2-s}$. The Coulomb interaction, $s=2$, sits on the border:
\begin{equation}
\frac{d\Sigma}{dk}\simeq\frac{1}{8\pi^2}\int_\delta 4\pi\cdot2\,\frac{dq}{q}
=\frac1\pi\int_\delta\frac{dq}{q}.
\label{eq:log}
\end{equation}
One factor $q$ comes from the geometry of shells cutting the surface, and two inverse factors come from the interaction. Each decade of $q$ contributes the same amount, $\ln(10)/\pi=0.733$.

This attribution can be tested by altering the interaction. The slope was computed by differencing \eqref{eq:sigma} at $r_s=4$. Between $\delta=10^{-4}k_F$ and $10^{-5}k_F$ it rises by 0.733 for the full Coulomb interaction, and by the same 0.733 if the part with $q<0.3\,k_F$ alone is kept. If that part is removed and the rest retained, the rise is zero to the four decimals printed. For $q^{-s}$, the rise in one decade should be $10^{s-2}$ times the rise in the decade before. The computed ratios are 0.322, 1.002 and 3.163 for $s=1.5$, 2 and 2.5, against 0.316, 1 and 3.162.

\section{The slope in closed form}

One calculation covers both interactions. In \eqref{eq:slope} use $u=q^2$, so that $q\,dq=du/2$. The limits $(k\mp k_F)^2$ lie symmetrically about $u_0=k^2+k_F^2$, at distance $B=2kk_F$. The bracket equals $(u_0-u)/k^2$. With $t=u_0-u$,
\begin{equation}
\frac{d\Sigma}{dk}=\frac{1}{16\pi^2k^2}\int_{-B}^{B}t\;v\big(\sqrt{u_0-t}\,\big)\,dt .
\label{eq:odd}
\end{equation}
The weight $t$ is odd. A constant $v(q)$, which is a contact interaction, therefore gives no slope: it lowers all levels equally.

For the Yukawa interaction $v=4\pi/(A-t)$, with $A=k^2+k_F^2+\kappa^2$. Adding the integrand at $t$ and at $-t$ gives
\begin{equation}
\frac{t}{A-t}-\frac{t}{A+t}=\frac{2t^2}{A^2-t^2},
\end{equation}
and hence
\begin{equation}
\frac{d\Sigma}{dk}=\frac{1}{2\pi k^2}\int_0^B\frac{t^2}{A^2-t^2}\,dt .
\label{eq:positive}
\end{equation}
Writing $t^2/(A^2-t^2)=-1+A^2/(A^2-t^2)$ and integrating,
\begin{equation}
\frac{d\Sigma}{dk}=\frac{1}{2\pi k^2}\left[\frac A2\ln\frac{A+B}{A-B}-B\right],
\qquad A\pm B=(k\pm k_F)^2+\kappa^2 .
\label{eq:closed}
\end{equation}
The Coulomb case is $\kappa=0$.

The integrand in \eqref{eq:positive} is positive, so in this model exchange raises the velocity $d\varepsilon/dk$ above the free value $k$ at every $k>0$. It also decreases as $A$ grows, so the slope at fixed $k$ falls as $\kappa$ increases.

\section{Velocity and density of states without screening}

For $\kappa=0$ the logarithm in \eqref{eq:closed} is $2\ln|(k+k_F)/(k-k_F)|$, and
\begin{equation}
\frac{d\Sigma}{dk}=\frac{1}{2\pi k^2}\left[(k^2+k_F^2)\ln\left|\frac{k+k_F}{k-k_F}\right|-2kk_F\right].
\end{equation}
Setting $k=k_F$ everywhere except in the difference $k-k_F$ gives the leading form near the surface,
\begin{equation}
\frac{d\Sigma}{dk}\simeq\frac1\pi\left[\ln\frac{2k_F}{\delta}-1\right].
\label{eq:near}
\end{equation}
Integrating the total slope from the surface, with $\int_0^\delta\ln(2k_F/y)\,dy=\delta\ln(2k_F/\delta)+\delta$, gives
\begin{equation}
|\varepsilon-\varepsilon_F|\simeq\delta\left[k_F+\frac1\pi\ln\frac{2k_F}{\delta}\right].
\label{eq:energy}
\end{equation}
The energy is continuous at $k_F$ although its slope is infinite there.

The density of states follows by counting. Per unit volume, $N=k^3/(3\pi^2)$ states of both spins lie below wavenumber $k$. The band rises monotonically, so
\begin{equation}
g(\varepsilon)=\frac{dN/dk}{d\varepsilon/dk}=\frac{k^2}{\pi^2\,d\varepsilon/dk}.
\label{eq:dos}
\end{equation}
Free electrons have $g_0=k_F/\pi^2$ at the Fermi level. With \eqref{eq:near}, the Hartree-Fock value obeys
\begin{equation}
\frac{g}{g_0}\simeq\left\{1+\frac{1}{\pi k_F}\left[\ln\frac{2k_F}{\delta}-1\right]\right\}^{-1}\longrightarrow0 .
\label{eq:dosnear}
\end{equation}
The zero is the velocity divergence seen through \eqref{eq:dos}: levels evenly spaced in $k$ are pulled apart in energy. It occurs at the single energy $\varepsilon_F$. There is no gap, since states exist arbitrarily close on both sides.

Take a model gas with $r_s=4$ bohr, so $k_F=0.4798$ bohr$^{-1}$. Approaching the surface from inside gives

\begin{center}
\begin{tabular}{ccc}
$\delta/k_F$ & $(d\varepsilon/dk)/k_F$ & $g/g_0$\\
$10^{-1}$ & 2.35 & 0.345\\
$10^{-2}$ & 3.87 & 0.253\\
$10^{-4}$ & 6.91 & 0.145\\
$10^{-8}$ & 13.02 & 0.077
\end{tabular}
\end{center}

The approach to zero is very slow. Setting \eqref{eq:dosnear} to $1/10$ requires $\ln(2k_F/\delta)-1=9\pi k_F$, or
\begin{equation}
\frac{\delta}{k_F}=2e^{-1-9\pi k_F}=9.4\times10^{-7}.
\end{equation}
The density of states is thus depressed over a wide range, while its zero is confined to a very narrow one. Counting the states within $10^{-2}$ hartree of $\varepsilon_F$ gives a mean $g/g_0$ of 0.220; within $10^{-8}$ hartree the mean is still 0.069.

\section{The sharp edge is needed too}

The small-$q$ singularity acts on the slope through the jump in occupation at $k_F$. Replace the jump by a linear fall of width $w\ll k_F$ centred on $k_F$. This occupation is the average of sharp Fermi spheres whose radii $K$ are spread evenly over the width. Since $\Sigma$ is linear in the occupation, its slope at $k_F$ is the average of \eqref{eq:near} with $\delta=|K-k_F|$. Using
\begin{equation}
\frac2w\int_0^{w/2}\ln\frac{2k_F}{y}\,dy=\ln\frac{4k_F}{w}+1,
\end{equation}
one finds, to leading order in $w/k_F$,
\begin{equation}
\left.\frac{d\Sigma}{dk}\right|_{k_F}\simeq\frac1\pi\ln\frac{4k_F}{w}.
\end{equation}
This is finite. For $w=0.02\,k_F$ it is $\ln(200)/\pi\approx1.69$, and direct integration also gives 1.69. The divergence thus belongs to the combination of a long-range interaction and a sharp edge. At zero temperature Hartree-Fock theory keeps the edge sharp, which leaves the interaction as the part to be changed.

\section{What Yukawa screening does at the Fermi surface}

With $\kappa>0$, $v(q)$ tends to the constant $4\pi/\kappa^2$ at small $q$. The integrand of \eqref{eq:slope} then vanishes in proportion to $q$, where before it grew as $1/q$. To evaluate the slope at $k_F$, let $\lambda=\kappa/k_F$. Then $A=k_F^2(2+\lambda^2)$, $B=2k_F^2$, $A-B=\lambda^2k_F^2$ and $A+B=(4+\lambda^2)k_F^2$, so \eqref{eq:closed} becomes
\begin{equation}
\left.\frac{d\Sigma}{dk}\right|_{k_F}=\frac1\pi\left[\frac12\left(1+\frac{\lambda^2}{2}\right)\ln\left(1+\frac4{\lambda^2}\right)-1\right].
\label{eq:yukslope}
\end{equation}
This is finite for any $\lambda>0$. By \eqref{eq:dos} the density of states at $\varepsilon_F$ is then nonzero, with $g/g_0=k_F/(d\varepsilon/dk)$.

For weak screening the logarithm becomes $2\ln(2/\lambda)$, and
\begin{equation}
\left.\frac{d\Sigma}{dk}\right|_{k_F}\simeq\frac1\pi\left[\ln\frac{2k_F}{\kappa}-1\right].
\end{equation}
Compared with \eqref{eq:near}, $\kappa$ has taken the place of $\delta$. The logarithm accumulates from $q\sim k_F$ downwards and stops near $\sqrt{\delta^2+\kappa^2}$, since $A-B=\delta^2+\kappa^2$; this is roughly the larger of the two. Weak screening therefore removes the divergence but leaves a large velocity: at $r_s=4$ and $\kappa=0.01\,k_F$ it is still $3.85\,k_F$.

\section{The bandwidth}

Since the band rises monotonically, the occupied bandwidth is $\varepsilon(k_F)-\varepsilon(0)=k_F^2/2+\Delta$, with $\Delta=\Sigma(k_F)-\Sigma(0)$. Both terms of $\Delta$ follow from \eqref{eq:shell}.

At $k=0$ the sphere of radius $q$ lies inside the Fermi sphere for $q<k_F$ and outside it for $q>k_F$:
\begin{equation}
\Sigma(0)=-\frac2\pi\int_0^{k_F}\frac{q^2\,dq}{q^2+\kappa^2}
=-\frac{2k_F}{\pi}\left[1-\lambda\arctan\frac1\lambda\right].
\end{equation}
At $k=k_F$, equation \eqref{eq:f} gives $f=\frac12-q/(4k_F)$ for $q<2k_F$. The two integrals needed are
\begin{align}
\int_0^{2k_F}\frac{q^2\,dq}{q^2+\kappa^2}&=2k_F-\kappa\arctan\frac2\lambda,\\
\int_0^{2k_F}\frac{q^3\,dq}{q^2+\kappa^2}&=2k_F^2-\frac{\kappa^2}{2}\ln\left(1+\frac4{\lambda^2}\right).
\end{align}
Multiplying the first by $\frac12$, subtracting the second divided by $4k_F$, and applying the prefactor $-2/\pi$,
\begin{equation}
\Sigma(k_F)=-\frac{k_F}{\pi}\left[1-\lambda\arctan\frac2\lambda+\frac{\lambda^2}{4}\ln\left(1+\frac4{\lambda^2}\right)\right].
\end{equation}
The difference is $\Delta=(k_F/\pi)F(\lambda)$, with
\begin{equation}
F=1-2\lambda\arctan\frac1\lambda+\lambda\arctan\frac2\lambda-\frac{\lambda^2}{4}\ln\left(1+\frac4{\lambda^2}\right).
\label{eq:F}
\end{equation}

Without screening, $\Sigma(0)=-2k_F/\pi$ and $\Sigma(k_F)=-k_F/\pi$, so the excess is $k_F/\pi$. A state at the centre of the Fermi sphere has more occupied states at small momentum transfer than one on its surface, and exchange lowers it more. The excess is finite although the slope diverges, because a logarithm has a finite integral.

That screening shrinks the excess follows without inspecting $F$. The excess is $\int_0^{k_F}(d\Sigma/dk)\,dk$, and by \eqref{eq:positive} the integrand is positive and falls with $\kappa$ at every $k$. So $\Delta$ decreases steadily but remains positive at any finite $\kappa$.

For weak screening both arctangents approach $\pi/2$, and $F\simeq1-\pi\lambda/2$. For strong screening, $A\simeq\kappa^2$ is much larger than $B$, and \eqref{eq:positive} gives
\begin{equation}
\frac{d\Sigma}{dk}\simeq\frac{1}{2\pi k^2}\,\frac{B^3}{3\kappa^4}=\frac{4k\,k_F^3}{3\pi\kappa^4},
\qquad
\Delta\simeq\frac{2k_F^5}{3\pi\kappa^4}=\frac{k_F}{\pi}\,\frac{2}{3\lambda^4}.
\end{equation}
The interaction itself weakens as $\kappa^{-2}$, but that leading part, $4\pi/\kappa^2$, is a contact interaction and cannot bend the band. The bending comes from the next term, $-4\pi q^2/\kappa^4$.

At $r_s=4$ the two effects compare as follows:

\begin{center}
\begin{tabular}{cccc}
$\kappa/k_F$ & $(d\varepsilon/dk)/k_F$ at $k_F$ & $g/g_0$ at $\varepsilon_F$ & $F$\\
0.01 & 3.85 & 0.260 & 0.984\\
0.1 & 2.33 & 0.428 & 0.843\\
0.5 & 1.39 & 0.717 & 0.379\\
1 & 1.14 & 0.879 & 0.134\\
2 & 1.03 & 0.974 & 0.023
\end{tabular}
\end{center}

In the first row the infinite velocity has become finite while the bandwidth excess has lost less than 2\%. The divergence is a property of the smallest momentum transfers. The excess is weighted by $f(0,q)-f(k_F,q)$, which is $\frac12+q/(4k_F)$ for $q<k_F$ and $-\frac12+q/(4k_F)$ for $k_F<q<2k_F$. For the Coulomb interaction these two ranges give $+\frac54$ and $-\frac14$ of $k_F/\pi$, and transfers below $0.01\,k_F$ give only 1\% of it. The excess is therefore reduced substantially once $\kappa$ is a sizeable fraction of $k_F$.

\section{A Thomas-Fermi estimate}

A value for $\kappa$ follows from the static response of the gas. Let a slowly varying potential energy $u_{\rm ext}(q)$ act on the electrons, and let $u(q)$ be the total, including the field of the displaced charge. In the Thomas-Fermi approximation the density changes by $-g_0u$, so
\begin{equation}
u=u_{\rm ext}-\frac{4\pi}{q^2}\,g_0u
\quad\Longrightarrow\quad
u=\frac{u_{\rm ext}}{1+4\pi g_0/q^2}.
\end{equation}
For $u_{\rm ext}=4\pi/q^2$ this is the Yukawa form, with $\kappa^2=4\pi g_0=4k_F/\pi$. The free-electron density of states is used here.

At $r_s=4$, $\kappa=0.782$ bohr$^{-1}$ and $\lambda=1.629$. Equation \eqref{eq:yukslope} gives $d\Sigma/dk=0.022$ at $k_F$, so the velocity is $1+0.022/0.480=1.046$ times the free value, and $g/g_0=1/1.046=0.956$. Equation \eqref{eq:F} gives $F=0.042$. The bandwidths are
\begin{align}
\text{free:}\quad &k_F^2/2=0.1151\ \text{hartree},\\
\text{unscreened:}\quad &0.1151+0.1527=0.2678\ \text{hartree}\ (7.29\ \text{eV}),\\
\text{screened:}\quad &0.1151+0.0064=0.1215\ \text{hartree}\ (3.31\ \text{eV}).
\end{align}
Bare exchange more than doubles the bandwidth; screened exchange widens it by about 6\% of the free value.

These screened numbers belong to the model. The Thomas-Fermi response is derived for small $q$ but is used here up to $2k_F$; with the static Lindhard response in its place the velocity ratio becomes 1.040 and the widening about 5\%. A static $\kappa$ also ignores the time the gas needs to respond, and this matters more: with frequency-dependent random-phase screening ($G_0W_0$) the Fermi velocity at $r_s=4$ is about 0.96 times the free value, below it, so static screened exchange does not give even the sign of the correction. Screened exchange also omits the Coulomb hole, the energy gained when other electrons move away from the one considered. In the static limit this term is the same for all $k$ ($-\kappa/2$ for the Yukawa form) and alters neither velocity nor bandwidth; it acts on them through its frequency dependence. The removal of the divergence is less sensitive to such details: within static exchange of the form \eqref{eq:sigma}, it requires $\int q\,v(q)\,dq$ to converge at small $q$, which any interaction finite at $q=0$ satisfies. The numerical check checks the slope, bandwidth and density-of-states formulas against direct integration and state counting.

\section*{Table of computed values}
\begin{verbatim}
rs = 4.0 bohr
kF = 0.47979 1/bohr
free density of states g0 = 0.04861 1/(hartree bohr^3)
Thomas-Fermi kappa = 0.78159 1/bohr
Thomas-Fermi kappa/kF = 1.6290
Unscreened: delta/kF, velocity/kF, g/g0 (no units)
  1e-01  2.3454  0.3454
  1e-02  3.8673  0.2534
  1e-04  6.9074  0.1447
  1e-08  13.0174  0.0768
delta/kF where unscreened g/g0 = 0.1: 9.45e-07
Unscreened: half-window (hartree), counted mean g/g0
  1e-02  0.2200
  1e-04  0.1254
  1e-06  0.0888
  1e-08  0.0691
Rise of dSigma/dk from delta/kF = 1e-4 to 1e-5 (a.u.)
  ln(10)/pi = 0.7329
  full 4pi/q^2: 0.7327
  only q < 0.3 kF kept: 0.7327
  only q > 0.3 kF kept: -0.0000
  Yukawa, kappa = 0.3 kF: -0.0000
v ~ q^-s: s, ratio of successive rises per decade
  1.5  0.322
  2.0  1.002
  2.5  3.163
Bare exchange, edge ramp 0.02 kF: dSigma/dk = 1.6860 a.u.
Screened: kappa/kF, velocity/kF at kF, g/g0 at kF, excess/(kF/pi)
  0.01  3.8518  0.2596  0.98418
  0.10  2.3348  0.4283  0.84287
  0.50  1.3939  0.7174  0.37868
  1.00  1.1374  0.8792  0.13399
  2.00  1.0264  0.9743  0.02306
  4.00  1.0028  0.9973  0.00219
Thomas-Fermi screening:
  dSigma/dk at kF = 0.02210 a.u.
  velocity/kF at kF = 1.0461
  g/g0 at kF = 0.9560
  excess/(kF/pi) = 0.04182
Free bandwidth = 0.11510 hartree
Unscreened excess kF/pi = 0.15272 hartree
Thomas-Fermi excess = 0.00639 hartree
Unscreened bandwidth = 0.26782 hartree
  = 7.288 eV
Thomas-Fermi bandwidth = 0.12149 hartree
  = 3.306 eV
\end{verbatim}
